# Fock-Schwinger gauge, its line integral, and the multipole coupling: test program

```python
"""Fock-Schwinger gauge and multipole coupling (Gaussian units).
Result under test: if x^mu A_mu = 0 and A is regular at the origin, then
  A_mu(x) = int_0^1 dl l x^nu F_{nu mu}(l x)
          = sum_n x^nu (x.d)^n F_{nu mu}(0) / (n! (n+2)).
The related spatial gauge x.A = 0 has
  phi = -int_0^1 dl x.E(t,l x),  A = -int_0^1 dl l x cross B(t,l x),
which gives L_int = d.E + Q_ij d_j E_i + m.B + ...
Metric (+,-,-,-); F_{0i}=E_i; q charge; l the line parameter.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------- symbolic test of the covariant formula and its series ----------
t, x, y, z, lam = sp.symbols("t x y z lam", real=True)
coords = (t, x, y, z)
start_potential = [t*x*y + z**3, x**2*t - y*z*t,
                   x*y*z + t**3, x*y**2 + t*x*y*z + t*x]
F = [[sp.diff(start_potential[n], coords[m])
      - sp.diff(start_potential[m], coords[n])
      for n in range(4)] for m in range(4)]
scaled = {s: lam*s for s in coords}
A_line = []
for m in range(4):
    integrand = sum(lam*coords[n]*F[n][m].subs(scaled, simultaneous=True)
                    for n in range(4))
    A_line.append(sp.integrate(sp.expand(integrand), (lam, 0, 1)))
assert sp.expand(sum(coords[m]*A_line[m] for m in range(4))) == 0
for m in range(4):
    for n in range(4):
        curl = sp.diff(A_line[n], coords[m]) - sp.diff(A_line[m], coords[n])
        assert sp.expand(curl - F[m][n]) == 0

# The gauge function built from the starting potential gives the same A.
gauge_function = sp.integrate(sp.expand(sum(
    coords[m]*start_potential[m].subs(scaled, simultaneous=True)
    for m in range(4))), (lam, 0, 1))
for m in range(4):
    transformed = start_potential[m] - sp.diff(gauge_function, coords[m])
    assert sp.expand(transformed - A_line[m]) == 0

direction = sp.symbols("h0:4")
origin = {s: 0 for s in coords}
for m in range(4):
    series = 0
    for n in range(4):
        derivative = F[n][m]
        for order in range(4):
            value = derivative.subs(origin).subs(dict(zip(direction, coords)))
            series += coords[n]*value/(sp.factorial(order)*(order + 2))
            derivative = sum(direction[a]*sp.diff(derivative, coords[a])
                             for a in range(4))
    assert sp.expand(series - A_line[m]) == 0

# With magnetic charge, B=(x,y,z), the line integral cannot reproduce B.
position = sp.Matrix([x, y, z])
A_charge = -(position.cross(lam*position)*lam).applyfunc(
    lambda f: sp.integrate(f, (lam, 0, 1)))
curl_z = sp.diff(A_charge[1], x) - sp.diff(A_charge[0], y)
assert sp.simplify(curl_z - z) != 0

# Uniform B: paramagnetic and diamagnetic terms of the Hamiltonian.
q, mass, c, hbar, B = sp.symbols("q mass c hbar B", positive=True)
psi = sp.Function("psi")(x, y, z)
A_uniform = -position.cross(sp.Matrix([0, 0, B]))/2


def kinetic_momentum(f, i):
    return -sp.I*hbar*sp.diff(f, (x, y, z)[i]) - q*A_uniform[i]*f/c


H_direct = sum(kinetic_momentum(kinetic_momentum(psi, i), i)
               for i in range(3))/(2*mass)
Lz_psi = -sp.I*hbar*(x*sp.diff(psi, y) - y*sp.diff(psi, x))
H_terms = (-hbar**2*sum(sp.diff(psi, s, 2) for s in (x, y, z))/(2*mass)
           - q*B*Lz_psi/(2*mass*c)
           + q**2*B**2*(x**2 + y**2)*psi/(8*mass*c**2))
assert sp.simplify(sp.expand(H_direct - H_terms)) == 0

# ---------- action in three gauges, dimensionless units q=c=1 ----------
nodes, weights = np.polynomial.legendre.leggauss(28)
line, line_w = (nodes + 1)/2, weights/2
WAVES = [(np.array([0.9, 0.2, 0.0]), np.array([-0.2, 0.9, 0.5]), 0.4),
         (np.array([0.0, -0.5, 0.7]), np.array([0.6, 0.7, 0.5]), 1.1)]


def wave_fields(time, r, order=0, along=None):
    """Coulomb potential, and E and B or their directional derivatives."""
    A, E, Bf = np.zeros(3), np.zeros(3), np.zeros(3)
    for k, a, delta in WAVES:
        omega = np.linalg.norm(k)
        phase = r @ k - omega*time + delta
        factor = 1.0 if order == 0 else (along @ k)**order
        sine = factor*np.sin(phase + order*np.pi/2)
        A = A + np.multiply.outer(np.cos(phase), a)
        E = E - omega*np.multiply.outer(sine, a)
        Bf = Bf - np.multiply.outer(sine, np.cross(k, a))
    return A, E, Bf


def coulomb(time, r):
    return 0.0, wave_fields(time, r)[0]


def covariant(time, r):
    _, E, Bf = wave_fields(line*time, np.outer(line, r))
    w = line_w*line
    return -w @ (E @ r), -w @ (time*E + np.cross(r, Bf))


def spatial(time, r):
    _, E, Bf = wave_fields(time, np.outer(line, r))
    return -line_w @ (E @ r), -(line_w*line) @ np.cross(r, Bf)


def path(time):
    r = np.array([0.8*np.cos(time), 0.5*np.sin(2*time), 0.3*time])
    v = np.array([-0.8*np.sin(time), np.cos(2*time), 0.3])
    return r, v


t_start, t_end = 0.3, 2.1


def action(gauge):
    total = 0.0
    for s, w in zip(line, line_w):
        time = t_start + (t_end - t_start)*s
        r, v = path(time)
        phi, A = gauge(time, r)
        total += w*(t_end - t_start)*(-phi + v @ A)
    return total


def lambda_four(time):
    r = path(time)[0]
    return -line_w @ (wave_fields(line*time, np.outer(line, r))[0] @ r)


def lambda_three(time, gauge):
    r = path(time)[0]
    return -sum(w*(r @ gauge(time, s*r)[1]) for s, w in zip(line, line_w))


S_c, S_fs, S_sp = action(coulomb), action(covariant), action(spatial)
assert abs(S_fs - S_c - lambda_four(t_end) + lambda_four(t_start)) < 1e-10
for gauge, S in ((coulomb, S_c), (covariant, S_fs)):
    boundary = lambda_three(t_end, gauge) - lambda_three(t_start, gauge)
    assert abs(S_sp - S - boundary) < 1e-10

# Near the origin at t=0 the covariant scalar potential is half the spatial one.
r_small = 1e-5*np.array([1.0, 0.7, -0.4])
half_ratio = covariant(0.0, r_small)[0]/spatial(0.0, r_small)[0]
assert abs(half_ratio - 0.5) < 1e-4

# ---------- multipole expansion for several moving charges ----------
charges = np.array([1.0, -2.0, 1.0])
places = np.array([[0.5, 0.2, -0.3], [-0.1, 0.6, 0.2], [0.3, -0.4, 0.7]])
speeds = np.array([[0.2, -0.3, 0.1], [0.3, 0.1, -0.2], [-0.1, 0.2, 0.3]])


def multipole_errors(size):
    full = second = third = 0.0
    zero = np.zeros(3)
    for charge, r0, v0 in zip(charges, places, speeds):
        r, v = size*r0, size*v0
        phi, A = spatial(0.6, r)
        full += charge*(-phi + v @ A)
        _, E0, B0 = wave_fields(0.6, zero)
        _, E1, B1 = wave_fields(0.6, zero, 1, r)
        _, E2, _ = wave_fields(0.6, zero, 2, r)
        moment = np.cross(r, v)
        second += charge*(r @ E0 + r @ E1/2 + moment @ B0/2)
        third += charge*(r @ E2/6 + moment @ B1/3)
    return abs(full - second), abs(full - second - third)


large, small = multipole_errors(0.02), multipole_errors(0.01)
ratio_second, ratio_third = large[0]/small[0], large[1]/small[1]
assert abs(ratio_second - 8) < 0.4
assert abs(ratio_third - 16) < 0.8

# ---------- electron in a two-dimensional harmonic well ----------
hbar_c = const.hbar*const.c/const.e*1e10          # eV angstrom
rest_energy = const.m_e*const.c**2/const.e        # eV
quantum_x, quantum_y = 1.0, 3.0                   # eV
field_statv_cm = 1000.0
volt_per_statvolt = const.c*1e-6
field = field_statv_cm*volt_per_statvolt*1e-8     # V/angstrom
u, u_w = np.polynomial.hermite.hermgauss(44)
u_w = u_w/np.sqrt(np.pi)


def oscillator(quantum):
    length = hbar_c/np.sqrt(rest_energy*quantum)
    states = [np.ones_like(u), np.sqrt(2)*u]
    slopes = [-u/length, np.sqrt(2)*(1 - u**2)/length]
    return length, states, slopes


len_x, state_x, slope_x = oscillator(quantum_x)
len_y, state_y, slope_y = oscillator(quantum_y)
X, Y = len_x/np.sqrt(2), len_y/np.sqrt(2)


def amplitudes(fx, fy, photon, k):
    """First-order Coulomb, electric and magnetic amplitudes in eV."""
    qE = -field
    qa = qE*hbar_c/(1j*photon)
    xs, ys = len_x*u, len_y*u
    sx, sy = state_x[fx], state_y[fy]
    v_coulomb = (1j*qa*hbar_c/rest_energy
                 * np.sum(u_w*sx*np.exp(1j*k*xs))
                 * np.sum(u_w*sy*slope_y[0]))
    waves = np.exp(1j*k*np.outer(xs, line))
    averaged_E = qE*(waves @ line_w)
    g = 1j*k*qa*(waves @ (line_w*line))
    y_element = np.sum(u_w*sy*ys)
    v_electric = -y_element*np.sum(u_w*sx*averaged_E)
    part_x = -y_element*np.sum(u_w*g*(sx*slope_x[0] - slope_x[fx]))
    part_y = (np.sum(u_w*sx*xs*g)
              * np.sum(u_w*(sy*slope_y[0] - slope_y[fy])))
    v_magnetic = 1j*hbar_c/(2*rest_energy)*(part_x + part_y)
    return v_coulomb, v_electric, v_magnetic


# Resonant gauge agreement with strong retardation, where it could fail.
for fx, fy in ((0, 1), (1, 1)):
    gap = fx*quantum_x + fy*quantum_y
    vc, ve, vm = amplitudes(fx, fy, gap, 0.3)
    assert abs(vc - ve - vm) < 1e-10*abs(vc)
    assert abs(vm) > 1e-3*abs(vc)

dip_c, dip_e, dip_m = amplitudes(0, 1, quantum_y, quantum_y/hbar_c)
dipole_formula = field*Y
assert abs(dip_e + dip_m - dipole_formula) < 1e-5*dipole_formula
assert abs(dip_c - dip_e - dip_m) < 1e-10*abs(dip_c)

photon = quantum_x + quantum_y
k_photon = photon/hbar_c
quad_c, quad_e, quad_m = amplitudes(1, 1, photon, k_photon)
E2_formula = 1j*field*k_photon*X*Y/2
M1_formula = 1j*field*(quantum_y - quantum_x)*X*Y/(2*hbar_c)
assert abs(quad_e - E2_formula) < 1e-4*abs(E2_formula)
assert abs(quad_m - M1_formula) < 1e-4*abs(M1_formula)
assert abs(quad_c - quad_e - quad_m) < 1e-9*abs(quad_c)
remainder = (quad_c/(E2_formula + M1_formula)).real - 1
assert abs(remainder + (k_photon*X)**2/2) < 1e-9

detuned = 2.0
off_c, off_e, off_m = amplitudes(0, 1, detuned, detuned/hbar_c)
off_ratio = (off_c/(off_e + off_m)).real
assert abs(off_ratio - quantum_y/detuned) < 1e-4

# ---------- flux tube away from the origin, dimensionless ----------
tube_x, tube_width = 2.0, 0.2
tube_nodes, tube_weights = np.polynomial.legendre.leggauss(200)
tube_line, tube_w = (tube_nodes + 1)/2, tube_weights/2


def tube_potential(px, py):
    sx, sy = np.multiply.outer(px, tube_line), np.multiply.outer(py, tube_line)
    Bz = np.exp(-((sx - tube_x)**2 + sy**2)/(2*tube_width**2))
    strength = Bz @ (tube_w*tube_line)
    return -py*strength, px*strength


def circulation(center, radius):
    angle = np.arange(2000)*2*np.pi/2000
    ax, ay = tube_potential(center + radius*np.cos(angle),
                            radius*np.sin(angle))
    return np.mean(-ax*np.sin(angle) + ay*np.cos(angle))*2*np.pi*radius


flux = 2*math.pi*tube_width**2
loop_tube, loop_shadow = circulation(tube_x, 1.2), circulation(4.0, 0.8)
shadow_A = tube_potential(np.array([4.0]), np.array([0.0]))[1][0]
opposite_A = tube_potential(np.array([-4.0]), np.array([0.0]))[1][0]
assert abs(loop_tube - flux) < 1e-6
assert abs(loop_shadow) < 1e-6
assert shadow_A > 0.1 and abs(opposite_A) < 1e-12

# ---------- printed numbers ----------
print("GAUGE AND EXPANSION TESTS (dimensionless)")
print(f"action, Coulomb gauge: {S_c:.6f}")
print(f"action, covariant Fock-Schwinger gauge: {S_fs:.6f}")
print(f"action, spatial gauge: {S_sp:.6f}")
print(f"phi covariant / phi spatial near origin, t=0: {half_ratio:.5f}")
print(f"error ratio on halving size, through E2 and M1: {ratio_second:.3f}")
print(f"error ratio on halving size, one order further: {ratio_third:.3f}")
print("ELECTRON IN HARMONIC WELL")
print(f"quantum along x: {quantum_x:.1f} eV")
print(f"quantum along y: {quantum_y:.1f} eV")
print(f"field amplitude: {field_statv_cm:.0f} statV/cm")
print(f"field amplitude converted: {field:.6e} V/angstrom")
print(f"hbar c: {hbar_c:.4f} eV angstrom")
print(f"electron rest energy: {rest_energy:.2f} eV")
print(f"matrix element X=<1|x|0>: {X:.5f} angstrom")
print(f"matrix element Y=<1|y|0>: {Y:.5f} angstrom")
print(f"dipole transition photon: {quantum_y:.1f} eV")
print(f"dipole formula e E0 Y: {dipole_formula*1e3:.5f} meV")
print(f"dipole transition, full Coulomb: {dip_c.real*1e3:.5f} meV")
print(f"second transition photon: {photon:.1f} eV")
print(f"second transition wave number k: {k_photon:.6e} 1/angstrom")
print(f"k X: {k_photon*X:.6e}")
print(f"E2 amplitude / i: {E2_formula.imag*1e6:.5f} micro-eV")
print(f"M1 amplitude / i: {M1_formula.imag*1e6:.5f} micro-eV")
print(f"E2+M1 sum / i: {(E2_formula+M1_formula).imag*1e6:.5f} micro-eV")
print(f"full Coulomb amplitude / i: {quad_c.imag*1e6:.5f} micro-eV")
print(f"full spatial-gauge amplitude / i: {(quad_e+quad_m).imag*1e6:.5f} micro-eV")
print(f"relative retardation remainder: {remainder:.4e}")
print(f"M1/E2 ratio: {(M1_formula/E2_formula).real:.4f}")
print(f"detuned photon for dipole transition: {detuned:.1f} eV")
print(f"detuned Coulomb/spatial amplitude ratio: {off_ratio:.5f}")
print("FLUX TUBE (dimensionless, peak B=1)")
print(f"tube center x: {tube_x:.1f}; Gaussian width: {tube_width:.1f}")
print(f"flux from Gaussian area: {flux:.6f}")
print(f"circulation, center x=2, radius 1.2: {loop_tube:.6f}")
print(f"absolute circulation, center x=4, radius 0.8: {abs(loop_shadow):.1e}")
print(f"A_y in shadow at x=4, y=0: {shadow_A:.6f}")
print(f"absolute A_y opposite at x=-4, y=0: {abs(opposite_A):.1e}")
print("verified")
```

Output:

```
GAUGE AND EXPANSION TESTS (dimensionless)
action, Coulomb gauge: -0.899473
action, covariant Fock-Schwinger gauge: -0.178402
action, spatial gauge: -0.073979
phi covariant / phi spatial near origin, t=0: 0.50000
error ratio on halving size, through E2 and M1: 7.963
error ratio on halving size, one order further: 16.015
ELECTRON IN HARMONIC WELL
quantum along x: 1.0 eV
quantum along y: 3.0 eV
field amplitude: 1000 statV/cm
field amplitude converted: 2.997925e-03 V/angstrom
hbar c: 1973.2698 eV angstrom
electron rest energy: 510998.95 eV
matrix element X=<1|x|0>: 1.95192 angstrom
matrix element Y=<1|y|0>: 1.12694 angstrom
dipole transition photon: 3.0 eV
dipole formula e E0 Y: 3.37848 meV
dipole transition, full Coulomb: 3.37847 meV
second transition photon: 4.0 eV
second transition wave number k: 2.027092e-03 1/angstrom
k X: 3.956717e-03
E2 amplitude / i: 6.68385 micro-eV
M1 amplitude / i: 3.34192 micro-eV
E2+M1 sum / i: 10.02577 micro-eV
full Coulomb amplitude / i: 10.02569 micro-eV
full spatial-gauge amplitude / i: 10.02569 micro-eV
relative retardation remainder: -7.8278e-06
M1/E2 ratio: 0.5000
detuned photon for dipole transition: 2.0 eV
detuned Coulomb/spatial amplitude ratio: 1.50000
FLUX TUBE (dimensionless, peak B=1)
tube center x: 2.0; Gaussian width: 0.2
flux from Gaussian area: 0.251327
circulation, center x=2, radius 1.2: 0.251327
absolute circulation, center x=4, radius 0.8: 1.5e-10
A_y in shadow at x=4, y=0: 0.250663
absolute A_y opposite at x=-4, y=0: 1.9e-26
verified
```
